# Why delocalization error can destabilize an oxide polaron in a two-site model

**Question.** An excess electron in an oxide can settle on one cation, held there by the lattice distortion that it causes. An approximate density functional may instead spread the same electron over several cations, so that the distortion is shared out evenly among them. Why does an error in the electronic energy remove a lattice-bound state, and how large must the error be?

**Answer.**

## The competition

Take two equivalent cation sites that share one electron. Three effects decide where it sits. Hopping favours sharing. Lattice relaxation favours concentration, because a site that holds more charge distorts more and becomes more attractive. The third effect is spurious: an approximate functional can give fractionally occupied sites too low an energy. Two half-charged sites profit from this error, while one full and one empty site do not. The functional thus adds a false reward for sharing, and the lattice must outweigh it as well as the hopping.

The site populations are $n_1$ and $n_2$, with

$$n_1+n_2=1,\qquad m=n_1-n_2,\qquad n_{1,2}=\frac{1\pm m}{2}.$$

Each site has one orbital, and the lattice is classical. Spin, disorder and zero-point motion are left out. The algebra is in atomic units; the numerical example is in eV and angstrom.

## Where the false reward comes from

Consider an isolated site holding $n$ electrons on average, $0\le n\le1$. This is a statistical mixture of an empty site and a site with one electron, so its exact energy at fixed geometry is a straight line in $n$. One electron does not repel itself, and the exact Hartree plus exchange-correlation energy is zero along the whole line.

Local spin-density exchange does not achieve this cancellation. For a frozen orbital $\phi$ the density is $n|\phi|^2$. The Hartree energy is quadratic in the density and the exchange energy scales as its power $4/3$, so that

$$f(n)=\frac{J}{2}n^2-Xn^{4/3}$$

remains. Here $J$ is the Coulomb self-repulsion integral of $|\phi|^2$, and $X$ is the magnitude of the exchange energy at $n=1$. Correlation is omitted. The deviation from the chord between the two integer points is

$$f(n)-nf(1)=-\frac J2\,n(1-n)+X\left(n-n^{4/3}\right).$$

To find its sign, put $a=n^{1/3}$ and use $1-n=(1-a)(1+a+a^2)$:

$$f(n)-nf(1)=-n(1-a)\left[\frac J2(1+a+a^2)-X\right].$$

For an exponential orbital of exponent 1 inverse bohr, quadrature gives $J=0.6250$ and $X=0.2680$ hartree. Since $J/2>X$, the bracket is positive and the curve lies below its chord for every $0<n<1$.

The simplest curve with this property is a parabola that vanishes at both integers,

$$e(n)=-\frac K2\,n(1-n),$$

whose second derivative is $K$. Its midpoint value is $-K/8$. Matching this to the deviation of $f$ at $n=1/2$ gives

$$K=J-8X\left(\frac12-2^{-4/3}\right)=0.404\ \text{hartree}=11.0\ \text{eV}.$$

The parabola is an approximation. Its constant curvature $K$ is matched to the midpoint deviation and differs from the local curvature $f''=J-\tfrac49Xn^{-2/3}$, which is 0.436 hartree at $n=1/2$ and negative below $n=0.083$. The value is also bare, without screening or orbital relaxation, and is not an estimate for an oxide. It establishes the sign of the error for this orbital and exchange functional. From here on $K$ is adjustable: $K>0$ is delocalization error, $K=0$ is the correct line, and $K<0$ is the opposite error, over-localization.

## The energy of the two sites

**Curvature.** Because $1-n_1=n_2$ and $1-n_2=n_1$, the two site errors are equal, and their sum is

$$e(n_1)+e(n_2)=-Kn_1n_2=-\frac K4(1-m^2).$$

It vanishes for a fully localized electron and equals $-K/4$ for equal sharing. An error linear in $n$, the same on both sites, would add only a constant, since $n_1+n_2$ is fixed. If the two fractions of the electron also repel each other spuriously by $Vn_1n_2$, the sum becomes $-(K_{\text{site}}-V)n_1n_2$. The $K$ used here is this net value, $K_{\text{site}}-V$.

**Hopping.** With real amplitudes $c_i$, $c_i^2=n_i$, and hopping amplitude $t>0$, the energy is $-2tc_1c_2$. It is lowest when the amplitudes have the same sign. Then $2c_1c_2=\sqrt{4n_1n_2}=\sqrt{1-m^2}$, and the hopping energy is $-t\sqrt{1-m^2}$.

**Lattice.** Site $i$ has a local displacement $x_i$ with energy $\tfrac12kx_i^2-gx_in_i$. Setting the derivative to zero gives $x_i=gn_i/k$, and insertion gives $-g^2n_i^2/(2k)$. Define $E_r=g^2/(2k)$, the energy released when a whole electron sits on one site. Since $n_1^2+n_2^2=(1+m^2)/2$, the relaxed lattice contributes $-E_r(1+m^2)/2$.

Now let $s=\sqrt{1-m^2}$, which runs from 0 (localized) to 1 (shared). Then $1+m^2=2-s^2$, and the sum of the three parts is

$$E=-ts-\frac K4s^2-\frac{E_r}{2}(2-s^2)=-E_r-ts+\frac{\Lambda}{4}s^2,\qquad \Lambda=2E_r-K.$$

The curvature and the lattice enter the charge distribution through the single combination $\Lambda$. One eV of spurious curvature cancels half an eV of relaxation energy.

## When the polaron survives

The derivative is $dE/ds=-t+\Lambda s/2$. If $\Lambda\le2t$, it is negative for all $s<1$, so the minimum is the shared state $s=1$. If $\Lambda>2t$, the minimum lies inside the interval, at

$$s=\frac{2t}{\Lambda},\qquad m=\pm\sqrt{1-\frac{4t^2}{\Lambda^2}}.$$

The two signs are the polaron on site 1 and on site 2. The condition $\Lambda>2t$ reads

$$K<K_c=2(E_r-t).$$

If $E_r\le t$, then $K_c\le0$: even the correct functional gives no polaron in this model, and delocalization error has nothing to destroy.

The energies of the two states are

$$E_{\text{loc}}=-E_r-\frac{2t^2}{\Lambda}+\frac{t^2}{\Lambda}=-E_r-\frac{t^2}{\Lambda},$$

$$E_{\text{sym}}=-E_r-t+\frac{\Lambda}{4}=-\frac{E_r}{2}-t-\frac K4.$$

Their difference is the stability of the polaron:

$$\Delta=E_{\text{sym}}-E_{\text{loc}}=\frac\Lambda4-t+\frac{t^2}{\Lambda}=\frac{(\Lambda-2t)^2}{4\Lambda}.$$

The word "destabilize" needs care. Since $d\Lambda/dK=-1$,

$$\frac{dE_{\text{loc}}}{dK}=-\frac{t^2}{\Lambda^2}=-\frac{s^2}{4},\qquad \frac{dE_{\text{sym}}}{dK}=-\frac14,\qquad \frac{d\Delta}{dK}=-\frac{1-s^2}{4}=-\frac{m^2}{4}.$$

Measured from the chord, a larger $K$ lowers both energies, and the polaron loses because the shared state is lowered more. The separate signs depend on this reference. The linear term that was dropped adds the same constant $f(1)$ to both states, and this constant grows with the error. For the orbital above $f(1)=J/2-X=+0.0445$ hartree, which is $0.110K$ when $f$ is scaled to a given $K$. With it, $dE_{\text{loc}}/dK=0.110-s^2/4$ is positive for a well-localized polaron. Only $d\Delta/dK$ is independent of the reference.

Near the threshold, put $\eta=K_c-K=\Lambda-2t$. To leading order in $\eta/t$,

$$\Delta\simeq\frac{\eta^2}{8t},\qquad |m|\simeq\sqrt{\frac{\eta}{t}}.$$

For two sites and the parabolic error the onset is continuous: the energy vanishes quadratically but the charge imbalance only as a square root. A charge distribution that still looks localized is therefore weak evidence that the polaron energy is right. In the opposite limit, $t\to0$ with $\Lambda>0$, the result is $\Delta\to\Lambda/4=E_r/2-K/4$: half the relaxation energy minus the false reward for two half charges.

## How an electronic error undoes a lattice distortion

The site levels show the feedback. At fixed displacements, the derivative of the energy without hopping with respect to $n_i$ is, up to a common constant,

$$v_i=K\left(n_i-\tfrac12\right)-gx_i.$$

The level difference that holds the electron on site 1 is therefore

$$\delta=v_2-v_1=g(x_1-x_2)-Km.$$

For a relaxed lattice $g(x_1-x_2)=g^2m/k=2E_rm$, so $\delta=\Lambda m$. The distortion lowers the occupied site, and spurious self-repulsion raises it again. The electron responds to a given $\delta$ by minimizing $-t\sqrt{1-m^2}-\delta m/2$, which gives

$$\frac{tm}{\sqrt{1-m^2}}=\frac\delta2,\qquad m=\frac{\delta}{\sqrt{\delta^2+4t^2}}.$$

With $\delta=\Lambda m$ and $m\ne0$, this becomes $\Lambda^2m^2+4t^2=\Lambda^2$, the same $m$ as before.

The lattice offers a second view. Start from the shared state and distort it antisymmetrically, $x_{1,2}=g/(2k)\pm u$. The elastic energy changes by $ku^2$ and the coupling by $-gum$. For small $m$, the hopping energy rises by $tm^2/2$ and the curvature term by $Km^2/4$:

$$\delta E=ku^2-gum+\frac{2t+K}{4}m^2.$$

For $K>-2t$ the minimum over $m$ is at

$$m=\frac{2gu}{2t+K}.$$

Inserting it, with $g^2=2kE_r$, gives

$$\delta E=\left(k-\frac{g^2}{2t+K}\right)u^2=\frac12\kappa u^2,\qquad \kappa=2k\left(1-\frac{2E_r}{2t+K}\right).$$

A polaron forms when $\kappa<0$, that is, when moving charge pulls the distortion further. Positive $K$ makes the charge harder to move, because accumulating it on one site costs spurious repulsion. The pull weakens, and at $K=K_c$ the shared state becomes stable against this distortion.

The same surface governs hopping of the polaron. For $K>-2t$, the electronic energy at fixed $u$ is convex in $m$, since its second derivative is $t(1-m^2)^{-3/2}+K/2>0$. Each $u$ thus has one electronic minimum, with $m=0$ at $u=0$. When $\Lambda>2t$, the surface is stationary at $u=0$ and at the two polarons and nowhere else, so $u=0$ is the top of the path between them. Hence, for two sites, $\Delta$ is also the classical adiabatic hopping barrier, and delocalization error makes this barrier too low.

## Numbers

Choose $t=0.20$ eV, $k=40$ eV/Å$^2$ and $g=8$ eV/Å. These are round model parameters, not those of a particular oxide. Then

$$E_r=\frac{8^2}{2\times40}=0.80\ \text{eV},\qquad K_c=2(0.80-0.20)=1.20\ \text{eV}=0.0441\ \text{hartree}.$$

**Correct functional, $K=0$.** Here $\Lambda=1.60$ eV, $s=0.40/1.60=0.25$ and $m=0.968$. The fuller site holds 0.984 electron, and

$$\Delta=\frac{(1.60-0.40)^2}{4\times1.60}=0.225\ \text{eV}.$$

**Moderate error, $K=0.80$ eV.** Now $\Lambda=0.80$ eV, $s=0.50$ and $m=0.866$, so

$$\Delta=\frac{(0.80-0.40)^2}{4\times0.80}=0.050\ \text{eV}.$$

The fuller site still holds 0.933 electron, and its displacement has only fallen from 0.197 to 0.187 Å. Yet the stability, and with it the barrier, has dropped by 78% relative to $K=0$. This barrier is classical: with an oxygen mass on each displacement, the zero-point energy along $u$ is 0.030 eV, more than half of it. Measured from the chord, the polaron's energy went from $-0.825$ to $-0.850$ eV and that of the shared state from $-0.600$ to $-0.800$ eV. Adding the common constant $0.110K=0.088$ eV gives $-0.762$ and $-0.712$ eV, with the same difference.

The balance of $\Delta$ shows what changed. Relative to the shared state, the polaron gains $E_rm^2/2$ from the lattice, loses $t(1-s)$ of hopping energy, and forgoes $Km^2/4$ of false reward:

$$0.300-0.100-0.150=0.050\ \text{eV}.$$

At $K=0$ the balance is $0.375-0.150=0.225$ eV.

**Strong error, $K=1.60$ eV.** Now $\Lambda=0$. The electron is shared equally, both displacements are 0.100 Å, and $\kappa=+16$ eV/Å$^2$, compared with $-240$ eV/Å$^2$ at $K=0$.

Freezing the lattice separates the cause from the feedback. In the geometry of the $K=0$ polaron, switching on $K=1.60$ eV reduces $m$ from 0.968 to 0.714, not to zero. The electronic error alone removes only part of the imbalance. When the lattice follows the leaked charge, the level difference $\Lambda m$ vanishes, and nothing opposes equal sharing. With $K=0.80$ eV the frozen value is 0.901 and the relaxed one 0.866.

Minimizing the full energy over the amplitudes and both displacements reproduces the relaxed populations and energies, as the numerical output shows.

## Correcting the error, and the limits of the model

In this section the spurious repulsion between sites is left out, so that $K=K_{\text{site}}$. The criterion $K=0$ must be applied at fixed geometry. If the lattice relaxes at each $n$, an isolated site has the energy $e(n)-E_rn^2$ apart from linear terms, with curvature $K-2E_r$. At $K=0.80$ eV this is $-0.80$ eV. The relaxed curve bends the other way although the functional still has delocalization error. The contribution $-2E_r$ is physical and must not be corrected away.

Too strong a correction fails in the other direction. At $K=-0.20$ eV the stability is 0.272 eV, 21% above the value at $K=0$. Without lattice coupling $E_r=0$ and $\Lambda=-K$, so the charge localizes by itself once $K<-2t=-0.40$ eV. At $K=-1.00$ eV this gives $m=\sqrt{1-0.40^2}=0.917$ with no distortion at all. Such a state is an artefact of the functional, not a polaron.

The threshold $K_c$ belongs to two sites and to the parabolic form of the error. If the deviation of $f$ from its chord is scaled to the same midpoint value $-K/8$ and used instead, the shared state becomes unstable according to the local curvature at $n=1/2$, which is 8% above $K$. The threshold for $t=0.20$ eV is then 1.11 eV instead of 1.20 eV, and for $t=0.05$ eV the imbalance of the lowest state jumps from about 0.95 to zero. If the electron spreads evenly over $N$ sites and the parabola is kept, the spurious energy is

$$N\left[-\frac K2\,\frac1N\left(1-\frac1N\right)\right]=-\frac K2\left(1-\frac1N\right).$$

For $K=0.80$ eV this is $-0.200$ eV for two sites and $-0.394$ eV for 64, so the false reward nearly doubles. The lattice energy lost by spreading, $E_r(1-1/N)$, grows by the same factor. The steady growth of the false reward toward twice its two-site value is a property of the parabola, which was matched at $n=1/2$ and need not hold at small $n$. For the frozen orbital and exchange functional used above, the spurious energy is instead

$$Nf(1/N)-f(1)=-\frac J2\left(1-\frac1N\right)+X\left(1-N^{-1/3}\right),$$

which is $-0.101$ hartree for two sites, $-0.139$ for eight and $-0.107$ for 64. Let $W_N$ be the hopping energy gained by spreading. With the parabola, a fully localized electron lies below the evenly spread state by

$$\frac{\Lambda}{2}\left(1-\frac1N\right)-W_N.$$

For $N=2$, $W_2=t$ and this is $\Lambda/4-t$, which is $\Delta$ without the term $t^2/\Lambda$ that comes from partial sharing. In a crystal $W_N$ depends on how the sites are connected, and $K$ on screening. The opposition of $K$ and $2E_r$ carries over to this comparison. The numerical threshold, the continuous onset and the equality of stability and hopping barrier do not. On a periodic simple cubic lattice of $6\times6\times6$ sites with $E_r=0.80$ eV and $t=0.05$ eV, the localized state rises above the spread state between $K=1.0$ and $1.1$ eV while one site still holds more than 0.9 electron, and it persists as a metastable minimum. At $K=0$ it lies 0.51 eV below the spread state but only 0.34 eV below the state shared symmetrically between two neighbours. With $t=0.20$ eV, $W_N=6t=1.2$ eV exceeds $E_r$, and the localized state lies 0.23 eV above the spread state even at $K=0$.

## Calculated quantities

```
hopping t = 0.200 eV; stiffness k = 40.0 eV/angstrom^2
coupling g = 8.0 eV/angstrom; relaxation Er = 0.800 eV
orbital exponent = 1.0 1/bohr
self-repulsion J = 0.6250 hartree; exchange X = 0.2680 hartree
midpoint deviation from chord = -0.0505 hartree
bare midpoint curvature = 0.4038 hartree = 10.99 eV
bare curve is concave below n = 0.083
K = -0.2 eV: L = 1.80 eV, m = 0.9750, larger n = 0.9875
  E lowest = -0.8222 eV, E symmetric = -0.5500 eV, gain = 0.2722 eV
  x1 = 0.1975 angstrom, x2 = 0.0025 angstrom, kappa = -560.0 eV/angstrom^2
  lattice, hopping, spurious parts of gain = 0.3802, -0.1556, 0.0475 eV
K = 0.0 eV: L = 1.60 eV, m = 0.9682, larger n = 0.9841
  E lowest = -0.8250 eV, E symmetric = -0.6000 eV, gain = 0.2250 eV
  x1 = 0.1968 angstrom, x2 = 0.0032 angstrom, kappa = -240.0 eV/angstrom^2
  lattice, hopping, spurious parts of gain = 0.3750, -0.1500, 0.0000 eV
K = 0.8 eV: L = 0.80 eV, m = 0.8660, larger n = 0.9330
  E lowest = -0.8500 eV, E symmetric = -0.8000 eV, gain = 0.0500 eV
  x1 = 0.1866 angstrom, x2 = 0.0134 angstrom, kappa = -26.7 eV/angstrom^2
  lattice, hopping, spurious parts of gain = 0.3000, -0.1000, -0.1500 eV
K = 1.6 eV: L = 0.00 eV, m = 0.0000, larger n = 0.5000
  E lowest = -1.0000 eV, E symmetric = -1.0000 eV, gain = 0.0000 eV
  x1 = 0.1000 angstrom, x2 = 0.1000 angstrom, kappa = 16.0 eV/angstrom^2
  lattice, hopping, spurious parts of gain = 0.0000, 0.0000, 0.0000 eV
d(gain)/dK at K = 0.8 eV: -0.1875 (no unit)
critical curvature = 1.200 eV = 0.0441 hartree
adiabatic hopping barrier at K = 0.0 eV: 0.2250 eV
adiabatic hopping barrier at K = 0.8 eV: 0.0500 eV
charge response m/u at K = 0.8 eV: 13.33 1/angstrom
K = 0.8 eV, lattice frozen at K = 0 polaron: m = 0.9006
K = 1.6 eV, lattice frozen at K = 0 polaron: m = 0.7136
relaxed site curvature at K = 0.8 eV: -0.800 eV
no lattice coupling, K = 0.0 eV: m = 0.0000
no lattice coupling, K = 0.8 eV: m = 0.0000
no lattice coupling, K = -0.2 eV: m = 0.0000
no lattice coupling, K = -1.0 eV: m = 0.9165
K = 0.8 eV, even spread over 2 sites: spurious energy = -0.2000 eV
K = 0.8 eV, even spread over 64 sites: spurious energy = -0.3938 eV
```
